**Barrier and forbidden thickness for a crystal nucleus spanning a film**

For a film of thickness $d$, a cylindrical nucleus has barrier $\pi s^2d^2/(gd-C)$ when $gd>C$. Here $g$ is the free energy released per volume, $s$ the crystal/amorphous interface energy, and $C$ the sum of the changes $c_i$ in cladding-interface energy. Crystallization in any shape is forbidden for $d\le\sum_i\min(c_i,s)/g$, if this is positive. The program asserts the cylinder formulas against numerical maxima of total-energy differences, and asserts that 6347 randomly chosen spheroids, cut by the claddings, do not lower the energy at the threshold. It also integrates the bent side wall, checks that its energy is stationary, and compares it with the analytic cut sphere. For the rough Ge-Sb-Te-like parameters at 700 K, the output gives a threshold of 0.625 nm. At 1.5 nm the cylinder barrier is 1.62 eV and the bent-wall value is 1.40 eV. Further lines size the effects of strain, heat capacity, curvature and temperature of use.

## Verification by program

```python
"""
Crystal nucleus spanning an amorphous film between two claddings.

Result under test, for a straight cylinder of radius r in a film of thickness d:
    critical radius = s*d/(g*d - C),  barrier = pi*s^2*d^2/(g*d - C),
and, for nuclei of any shape, crystallization is forbidden when
    d <= [min(c_bottom, s) + min(c_top, s)]/g   (if this is positive).
g: free energy released per volume; s: crystal/amorphous interface energy;
c_bottom, c_top: crystal/cladding minus amorphous/cladding interface energy;
C = c_bottom + c_top.  Lengths in nm, energies in eV, temperatures in K.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
kB = constants.k / constants.e

# Rough parameters in the regime of a Ge-Sb-Te film
latent, T_melt, T_set = 3.6, 900.0, 700.0
s, c, d_film = 0.40, 0.25, 1.5
C = 2 * c
m = c / s


def driving_force(T):
    return latent * (1 - T / T_melt)


g = driving_force(T_set)


def critical_radius(d, s, g, C):
    return s * d / (g * d - C)


def barrier(d, s, g, C):
    return pi * s**2 * d**2 / (g * d - C)


def cylinder_energy(r, d, s, g, c_bottom, c_top):
    """Total energy after minus before, for a patch of film holding the nucleus."""
    patch = 4 * r**2
    disc = pi * r**2
    f_amorphous, clad_bottom, clad_top = 5.0, 1.1, 0.7
    before = patch * (d * f_amorphous + clad_bottom + clad_top)
    after = (patch - disc) * (d * f_amorphous + clad_bottom + clad_top)
    after += disc * (d * (f_amorphous - g) + clad_bottom + c_bottom
                     + clad_top + c_top)
    after += 2 * pi * r * d * s
    return after - before


def numerical_maximum(energy, upper=20.0):
    found = minimize_scalar(lambda r: -energy(r), bounds=(1e-3, upper),
                            method="bounded", options={"xatol": 1e-9})
    return found.x, -found.fun


# Cylinder: maximize the energy difference, with unequal and negative changes too
for case in [(1.5, s, g, c, c), (2.2, 0.5, 0.7, 0.4, 0.1),
             (1.0, 0.3, 0.9, -0.2, 0.1), (3.0, 0.45, 0.6, -0.1, -0.2)]:
    d, s_i, g_i, cb, ct = case
    r_num, e_num = numerical_maximum(lambda r: cylinder_energy(r, *case))
    assert abs(r_num - critical_radius(d, s_i, g_i, cb + ct)) < 1e-5
    assert abs(e_num - barrier(d, s_i, g_i, cb + ct)) < 1e-8

d_min = 2 * min(c, s) / g
best = minimize_scalar(
    lambda d: numerical_maximum(lambda r: cylinder_energy(r, d, s, g, c, c))[1],
    bounds=(0.7, 4.0), method="bounded", options={"xatol": 1e-7})
lowest_cylinder = 4 * pi * s**2 * C / g**2
assert abs(best.x - 2 * d_min) < 1e-3
assert abs(best.fun - lowest_cylinder) < 1e-7

# Below threshold cylinder energy only rises; just above, a wide drum wins
radii = np.linspace(0.01, 100, 5000)
below = cylinder_energy(radii, 0.5, s, g, c, c)
assert np.all(below > 0) and np.all(np.diff(below) > 0)
assert cylinder_energy(1000.0, 1.01 * d_min, s, g, c, c) < 0

# Other shapes: spheroids cut by the claddings
nodes, weights = np.polynomial.legendre.leggauss(100)


def spheroid_energy(a, b, z_centre, d, s, g, c_bottom, c_top):
    """Half-width a, half-height b, centre z_centre, film from z=0 to z=d."""
    a, b, z_centre, d = np.broadcast_arrays(a, b, z_centre, d)
    lo = np.clip(-z_centre / b, -1, 1)
    hi = np.clip((d - z_centre) / b, -1, 1)
    half = (hi - lo) / 2
    u = ((hi + lo) / 2)[..., None] + half[..., None] * nodes
    ratio = (a / b)[..., None]
    area = 2 * pi * a * b * half * np.sum(
        weights * np.sqrt(1 - u**2 + ratio**2 * u**2), axis=-1)
    volume = pi * a**2 * b * ((hi - hi**3 / 3) - (lo - lo**3 / 3))
    contact = pi * a**2 * (c_bottom * (1 - lo**2) + c_top * (1 - hi**2))
    return s * area + contact - g * volume


rng = np.random.default_rng(7)
cb, ct = s * rng.uniform(-0.9, 2.0, (2, 8000))
threshold = (np.minimum(cb, s) + np.minimum(ct, s)) / g
keep = threshold > 0.05
cb, ct, threshold = cb[keep], ct[keep], threshold[keep]
count = len(cb)
a = 10 ** rng.uniform(-1, 3, count)
b = 10 ** rng.uniform(-1, 3, count)
z_centre = threshold * rng.uniform(0, 1, count) + b * rng.uniform(-0.9, 0.9, count)
z_centre = np.where(rng.random(count) < 0.5, z_centre, threshold / 2)
energies = spheroid_energy(a, b, z_centre, threshold, s, g, cb, ct)
assert np.all(energies > -1e-9)

# If both changes exceed s, the simple ratio C/g is not the threshold
d_naive = 4 * s / g
assert spheroid_energy(1000.0, d_naive / 2, d_naive / 2, d_naive,
                       s, g, 2 * s, 2 * s) < 0

# Bulk sphere and cap on one cladding, maximized from their actual energies
r_sphere = 2 * s / g
sphere_barrier = 16 * pi * s**3 / (3 * g**2)
cap_barrier = sphere_barrier * (2 + 3 * m - m**3) / 4
cap_height = r_sphere * (1 + m)
r_num, e_num = numerical_maximum(
    lambda r: float(spheroid_energy(r, r, 50.0, 100.0, s, g, c, c)))
assert abs(r_num - r_sphere) < 1e-5 and abs(e_num - sphere_barrier) < 1e-8
r_num, e_num = numerical_maximum(
    lambda r: float(spheroid_energy(r, r, m * r, 100.0, s, g, c, c)))
assert abs(r_num * (1 + m) - cap_height) < 1e-5
assert abs(e_num - cap_barrier) < 1e-8


# Bent side wall: integrate from mid-film to the cladding in the tilt angle psi
def bent_wall(r_mid, samples=None):
    def slope(psi, y):
        r = y[0]
        curvature = g / s - np.cos(psi) / r
        return np.array([-np.sin(psi), np.cos(psi), 2 * pi * r,
                         pi * r**2 * np.cos(psi)]) / curvature
    end = np.arcsin(m)
    grid = None if samples is None else np.linspace(0, end, samples)
    sol = solve_ivp(slope, (0, end), [r_mid, 0, 0, 0], method="DOP853",
                    rtol=1e-10, atol=1e-12, t_eval=grid)
    assert sol.success
    r_end, half_height, area, volume = sol.y[:, -1]
    energy = 2 * (s * area - g * volume + pi * c * r_end**2)
    return 2 * half_height, energy, sol


def bent_nucleus(d):
    r_mid = brentq(lambda r: bent_wall(r)[0] - d,
                   1.01 * r_sphere * (1 + m) / 2, 1000.0, xtol=1e-11)
    return r_mid, bent_wall(r_mid)[1]


height, cut_sphere_energy, _ = bent_wall(r_sphere)
assert abs(height - 2 * d_min) < 1e-7
assert abs(cut_sphere_energy - lowest_cylinder * (1 - m**2 / 3)) < 1e-7
assert abs(bent_wall(1e5)[0] / d_min - 1) < 1e-4
for d in (1.8 * d_min, 2.2 * d_min):
    assert bent_nucleus(d)[1] > cut_sphere_energy

r_mid, bent_barrier = bent_nucleus(d_film)
wall = bent_wall(r_mid, samples=4001)[2]
r_wall, z_wall = wall.y[0], wall.y[1]
tilt = -np.tan(wall.t)


def profile_energy(z, r, slope):
    """Energy of a wall r(z), symmetric about mid-film; z from 0 to d/2."""
    density = 2 * pi * s * r * np.sqrt(1 + slope**2) - pi * g * r**2
    return 2 * (simpson(density, x=z) + pi * c * r[-1]**2)


def bulge_derivative(z, r, slope, step=1e-3):
    plus = profile_energy(z, r + step * z**2, slope + 2 * step * z)
    minus = profile_energy(z, r - step * z**2, slope - 2 * step * z)
    return (plus - minus) / (2 * step)


assert abs(profile_energy(z_wall, r_wall, tilt) - bent_barrier) < 1e-6
assert abs(bulge_derivative(z_wall, r_wall, tilt)) < 1e-4
r_star = critical_radius(d_film, s, g, C)
cyl_barrier = barrier(d_film, s, g, C)
z_line = np.linspace(0, d_film / 2, 2001)
assert abs(bulge_derivative(z_line, np.full(2001, r_star), np.zeros(2001))) > 0.1

scales = np.linspace(0.01, 6, 600)
path = np.array([profile_energy(z_wall, q * r_wall, q * tilt) for q in scales])
assert abs(scales[np.argmax(path)] - 1) < 0.011
assert abs(path.max() - bent_barrier) < 1e-3 and path[-1] < 0
assert bent_barrier < cyl_barrier

# Temperature above which this film cannot crystallize
T_forbidden = T_melt * (1 - C / (latent * d_film))
T_root = brentq(lambda T: cylinder_energy(1e6, d_film, s, driving_force(T), c, c)
                / 1e12, 300, 899)
assert abs(T_root - T_forbidden) < 0.01

# Heat-capacity difference: integrate the entropy difference up to melting
atoms_per_volume, heat_per_atom = 30.0, 0.5
delta_heat = atoms_per_volume * heat_per_atom * kB
g_heat = latent * (1 - T_set / T_melt) - delta_heat * (
    T_melt - T_set - T_set * np.log(T_melt / T_set))
g_quad = quad(lambda T: latent / T_melt - delta_heat * np.log(T_melt / T),
              T_set, T_melt)[0]
assert abs(g_heat - g_quad) < 1e-10

# Curvature correction s*(1 - delta/r), and unrelaxed in-plane misfit strain
delta = 0.05
r_curved, e_curved = numerical_maximum(
    lambda r: cylinder_energy(r, d_film, s * (1 - delta / r), g, c, c))
assert abs(r_curved - r_star) < 1e-5
assert abs(e_curved - (cyl_barrier - 2 * pi * d_film * s * delta)) < 1e-8
modulus, misfit = 300.0, 0.02
stored = quad(lambda strain: 2 * modulus * strain, 0, misfit)[0]
assert abs(stored - modulus * misfit**2) < 1e-12
g_strain = g - stored
plane_spacing, T_use = 0.3, 358.0
thermal = kB * T_set

print(f"latent heat L = {latent:.2f} eV/nm^3 (rough)")
print(f"melting temperature = {T_melt:.0f} K (rough)")
print(f"crystallization temperature = {T_set:.0f} K")
print(f"crystal/amorphous energy s = {s:.2f} eV/nm^2 (rough)")
print(f"change per cladding c = {c:.2f} eV/nm^2 (assumed)")
print(f"sum of changes C = {C:.2f} eV/nm^2")
print(f"ratio m = c/s = {m:.3f}")
print(f"film thickness d = {d_film:.2f} nm")
print(f"driving force g = {g:.3f} eV/nm^3")
print(f"thermal energy = {thermal:.4f} eV")
print(f"forbidden thickness d_min = {d_min:.3f} nm = {10*d_min:.2f} angstrom")
print(f"largest possible d_min, 2s/g = {r_sphere:.3f} nm")
print(f"net gain per area g*d-C = {g*d_film-C:.3f} eV/nm^2")
print(f"cylinder critical radius = {r_star:.3f} nm")
print(f"cylinder barrier = {cyl_barrier:.3f} eV")
print(f"cylinder barrier / thermal energy = {cyl_barrier/thermal:.1f}")
print(f"thickness of lowest cylinder barrier = {2*d_min:.3f} nm")
print(f"lowest cylinder barrier = {lowest_cylinder:.3f} eV")
for d in (0.65, 0.70, 0.80, 1.00, 2.00):
    print(f"d = {d:.2f} nm: r* = {critical_radius(d, s, g, C):.3f} nm, "
          f"barrier = {barrier(d, s, g, C):.3f} eV")
for r in (1.0, 5.0):
    print(f"d = 0.50 nm, r = {r:.1f} nm: energy = "
          f"{cylinder_energy(r, 0.5, s, g, c, c):.3f} eV")
print(f"film forbidden above T_d = {T_forbidden:.1f} K")
print(f"spheroids tested at threshold = {count}")
print(f"bent wall: mid-film radius = {r_mid:.3f} nm")
print(f"bent wall: radius at cladding = {r_wall[-1]:.3f} nm")
print(f"bent-wall barrier = {bent_barrier:.3f} eV")
print(f"bent-wall barrier / cylinder barrier = {bent_barrier/cyl_barrier:.3f}")
print(f"cut-sphere barrier at 2*d_min = {cut_sphere_energy:.3f} eV")
print(f"cut-sphere ratio 1-m^2/3 = {1-m**2/3:.3f}")
print(f"bulk sphere barrier = {sphere_barrier:.3f} eV")
print(f"one-cladding cap barrier = {cap_barrier:.3f} eV")
print(f"one-cladding cap height = {cap_height:.3f} nm")
print(f"biaxial modulus M = {modulus:.0f} eV/nm^3 (rough)")
print(f"in-plane misfit = {misfit:.3f} (rough)")
print(f"strain energy density = {stored:.3f} eV/nm^3")
print(f"d_min with strain = {C/g_strain:.3f} nm")
print(f"cylinder barrier with strain = {barrier(d_film, s, g_strain, C):.3f} eV")
print(f"atom density = {atoms_per_volume:.0f} per nm^3 (rough)")
print(f"heat-capacity difference = {heat_per_atom:.1f} kB per atom (assumed)")
print(f"g with heat-capacity difference = {g_heat:.3f} eV/nm^3")
print(f"d_min with heat-capacity difference = {C/g_heat:.3f} nm")
print(f"curvature length delta = {delta:.2f} nm (assumed)")
print(f"barrier shift from curvature = {e_curved-cyl_barrier:.3f} eV")
print(f"atomic plane spacing = {plane_spacing:.1f} nm (rough)")
print(f"d_min / plane spacing = {d_min/plane_spacing:.2f}")
print(f"temperature of use = {T_use:.0f} K")
print(f"g at temperature of use = {driving_force(T_use):.3f} eV/nm^3")
print(f"d_min at temperature of use = {C/driving_force(T_use):.3f} nm")
print("all tests passed")
```

Running it gives:

```
latent heat L = 3.60 eV/nm^3 (rough)
melting temperature = 900 K (rough)
crystallization temperature = 700 K
crystal/amorphous energy s = 0.40 eV/nm^2 (rough)
change per cladding c = 0.25 eV/nm^2 (assumed)
sum of changes C = 0.50 eV/nm^2
ratio m = c/s = 0.625
film thickness d = 1.50 nm
driving force g = 0.800 eV/nm^3
thermal energy = 0.0603 eV
forbidden thickness d_min = 0.625 nm = 6.25 angstrom
largest possible d_min, 2s/g = 1.000 nm
net gain per area g*d-C = 0.700 eV/nm^2
cylinder critical radius = 0.857 nm
cylinder barrier = 1.616 eV
cylinder barrier / thermal energy = 26.8
thickness of lowest cylinder barrier = 1.250 nm
lowest cylinder barrier = 1.571 eV
d = 0.65 nm: r* = 13.000 nm, barrier = 10.619 eV
d = 0.70 nm: r* = 4.667 nm, barrier = 4.105 eV
d = 0.80 nm: r* = 2.286 nm, barrier = 2.298 eV
d = 1.00 nm: r* = 1.333 nm, barrier = 1.676 eV
d = 2.00 nm: r* = 0.727 nm, barrier = 1.828 eV
d = 0.50 nm, r = 1.0 nm: energy = 1.571 eV
d = 0.50 nm, r = 5.0 nm: energy = 14.137 eV
film forbidden above T_d = 816.7 K
spheroids tested at threshold = 6347
bent wall: mid-film radius = 0.884 nm
bent wall: radius at cladding = 0.613 nm
bent-wall barrier = 1.404 eV
bent-wall barrier / cylinder barrier = 0.869
cut-sphere barrier at 2*d_min = 1.366 eV
cut-sphere ratio 1-m^2/3 = 0.870
bulk sphere barrier = 1.676 eV
one-cladding cap barrier = 1.521 eV
one-cladding cap height = 1.625 nm
biaxial modulus M = 300 eV/nm^3 (rough)
in-plane misfit = 0.020 (rough)
strain energy density = 0.120 eV/nm^3
d_min with strain = 0.735 nm
cylinder barrier with strain = 2.175 eV
atom density = 30 per nm^3 (rough)
heat-capacity difference = 0.5 kB per atom (assumed)
g with heat-capacity difference = 0.769 eV/nm^3
d_min with heat-capacity difference = 0.650 nm
curvature length delta = 0.05 nm (assumed)
barrier shift from curvature = -0.188 eV
atomic plane spacing = 0.3 nm (rough)
d_min / plane spacing = 2.08
temperature of use = 358 K
g at temperature of use = 2.168 eV/nm^3
d_min at temperature of use = 0.231 nm
all tests passed
```
